**Cobalt liner dissolution beside copper: charge balance, oxygen supply and mixed potential**

For two 2 nm cobalt liners beside 20 nm of copper, the gross cobalt dissolution density is six times the cathodic density when oxygen is reduced evenly on all the metal and only cobalt dissolves. In the program, `w_cu`, `w_co` and `w` are the copper, total cobalt and total metal widths, `P` is the pitch, `delta` the diffusion-layer thickness, `D` and `c` the oxygen diffusivity and bulk concentration, and `k` the surface rate constant. A two-dimensional diffusion solution is asserted to agree with the series-resistance formula for the mean flux and, for a very fast reaction, with the arcsine formula for the copper share. A root search with both metals free to dissolve is asserted to return the factor six, and a liner made 0.5 V nobler is asserted to break it. Further assertions compare the recession speed with an atom count and bound the ohmic drop, the copper loss and the change in cobalt density after a 2 nm recess. The output shows a cathodic density of 0.752 mA/cm², a cobalt density of 4.51 mA/cm² and a mixed potential of −0.145 V. It also shows that the ratio to the copper average rises from 6.004 to 7.57 when the surface reaction becomes very fast.

## Numerical check

```python
"""
Result under test: two 2 nm cobalt liners flank 20 nm copper. If oxygen is
reduced evenly on all the metal and only cobalt dissolves, the gross cobalt
dissolution density is (20 + 4)/4 = 6 times the cathodic density.

Symbols: w_cu, w_co, w = copper, total cobalt and total metal widths;
P = array pitch; delta = diffusion layer; D, c = oxygen diffusivity and
bulk concentration; k = surface rate constant of oxygen reduction.
SI units inside; 1 A/m2 = 0.1 mA/cm2.
"""
import numpy as np
from scipy.constants import physical_constants, R, N_A, e
from scipy.optimize import brentq

F = physical_constants["Faraday constant"][0]
nm = 1e-9
T = 298.15
w_cu, w_co, P = 20*nm, 4*nm, 48*nm
w = w_cu + w_co
delta = 50e-6
D, c = 2.0e-9, 0.25          # rough values for aerated water
k = 3.0e-3                   # chosen rate constant, m/s
ratio_formula = (w_cu + w_co)/w_co

# Half of the symmetric metal strip, with cells refined toward its edge.
a, b = w/2, w_cu/2
inner = np.linspace(0, b, 81)
outer = a - (a - b)*(1 - np.linspace(0, 1, 41))**2
edges = np.concatenate([inner, outer[1:]])
h = np.diff(edges)
on_cu = (edges[:-1] + edges[1:])/2 < b
q = 2*np.pi*np.arange(1, 20001)/P
S = np.sin(np.outer(edges, q))
C = (S[1:] - S[:-1])/(h[:, None]*q[None, :])   # cell averages of cos(qx)
G = (4/P)*((C/q) @ C.T)*h[None, :]             # periodic Laplace response


def oxygen_flux(rate):
    """Flux on each cell: reacting metal, inert dielectric, thick layer."""
    layer = delta*(2/P)*np.tile(h, (len(h), 1))
    matrix = np.eye(len(h))/rate + (layer + G)/D
    return np.linalg.solve(matrix, np.full(len(h), c))


def averages(flux):
    whole = np.sum(flux*h)/a
    copper = np.sum((flux*h)[on_cu])/b
    return whole, copper


flux = oxygen_flux(k)
J_all, J_cu = averages(flux)
J_series = c/(1/k + delta*w/(D*P))
assert abs(J_all/J_series - 1) < 0.005
i_array = 4*F*D*c/delta
i_lim = i_array*P/w
i_c, i_c_cu = 4*F*J_all, 4*F*J_cu

# Very fast reaction: compare the flux crowding with the closed form.
fast = oxygen_flux(1e4)
J_fast, J_fast_cu = averages(fast)
share_num = J_fast_cu*b/(J_fast*a)
share_formula = 2/np.pi*np.arcsin(np.sin(np.pi*b/P)/np.sin(np.pi*a/P))
assert abs(share_num - share_formula) < 0.005
assert abs(4*F*J_fast/i_lim - 1) < 0.005

# Electrode data: rough standard potentials, chosen kinetic parameters.
E0_co, E0_cu2, E0_cu1 = -0.28, 0.34, 0.52
D_ion = 0.7e-9
c_co = 2*c*D/D_ion                       # cobalt ions at the surface
E_co = E0_co + R*T/(2*F)*np.log(c_co/1000)
E_cu = E0_cu2 + R*T/(2*F)*np.log(1e-6)
i0, slope = 0.01, 0.060                  # A/m2, V per decade


def mixed_potential(shift=0.0):
    """Zero total current, with both metals free to dissolve."""
    def i_anodic(E, E_eq):
        return i0*10**((E - E_eq)/slope)

    def total(E):
        return (w_co*i_anodic(E, E_co + shift)
                + w_cu*i_anodic(E, E_cu) - w*i_c)
    E = brentq(total, -0.8, 1.0)
    return E, i_anodic(E, E_co + shift), i_anodic(E, E_cu)


E_mix, i_co, i_cu = mixed_potential()
assert abs(i_co/i_c - ratio_formula) < 1e-3
assert abs(i_co/i_c_cu - ratio_formula) < 0.06
i_c_on_co = 4*F*np.sum((flux*h)[~on_cu])/(a - b)
net_co = i_co - i_c_on_co
assert abs(net_co/i_c - 5) < 0.1
E_noble, i_co_noble, i_cu_noble = mixed_potential(0.5)
assert i_co_noble/i_c < 4                # copper now shares the dissolution

# Initial recession speed, checked by counting atoms in the hcp cell.
M, rho = 0.05893, 8900.0
speed = i_co*M/(2*F*rho)
atom_volume = (0.251*nm)**2*(0.407*nm)*np.sqrt(3)/4
speed_atoms = i_co/(2*e)*atom_volume
assert abs(speed_atoms/speed - 1) < 0.03

# Ohmic drop from the actual pattern of net current, 1 mS/cm solution.
kappa = 0.1
net = np.where(on_cu, 0.0, i_co) - 4*F*flux
phi = G @ net/kappa
ohmic = np.ptp(phi)
assert ohmic < 0.01*slope

# Hydrogen evolution and copper loss at the mixed potential.
E_h = -R*T*np.log(10)/F*7
assert E_h < E_mix < E_cu
cu2 = 1000*np.exp(2*F*(E_mix - E0_cu2)/(R*T))
cu1 = 1000*np.exp(F*(E_mix - E0_cu1)/(R*T))
cu_loss = F*D_ion*(2*cu2 + cu1)/(10*nm)  # ions removed across 10 nm
assert cu_loss < 1e-6*i_co

# Copper sidewalls exposed after a 2 nm cobalt recess.
depth = 2*nm
w_rec = w + 2*depth
i_c_rec = 4*F*c/(1/k + delta*w_rec/(D*P))
i_co_rec = i_c_rec*w_rec/w_co
assert abs(i_co_rec/i_co - 1) < 0.02

# Unbuffered water: hydroxide made by oxygen reduction.
D_oh, K_sp = 5.3e-9, 1e-15               # rough values
c_oh = 4*c*D/D_oh/1000
pH_surface = 14 + np.log10(c_oh)
ion_product = c_co/1000*c_oh**2
assert ion_product > K_sp

print(f"copper width {w_cu/nm:.0f} nm, total cobalt {w_co/nm:.0f} nm")
print(f"total metal {w/nm:.0f} nm, pitch {P/nm:.0f} nm")
print(f"area-ratio formula: {ratio_formula:.3f}")
print(f"diffusion layer: {delta*1e6:.0f} um")
print(f"oxygen: D = {D*1e4:.1e} cm2/s, c = {c:.2f} mmol/L")
print(f"temperature: {T:.2f} K")
print(f"limit per projected area: {i_array/10:.3f} mA/cm2")
print(f"limit per metal area: {i_lim/10:.3f} mA/cm2")
print(f"cobalt density at that limit: {6*i_lim/10:.2f} mA/cm2")
print(f"chosen rate constant k: {k*100:.2f} cm/s")
print(f"lower edge of k window: {D*P/(delta*w)*100:.4f} cm/s")
print(f"upper edge of k window: {D/w*100:.2f} cm/s")
print(f"solved cathodic density, all metal: {i_c/10:.4f} mA/cm2")
print(f"same from series formula: {4*F*J_series/10:.4f} mA/cm2")
print(f"solved cathodic density, copper: {i_c_cu/10:.4f} mA/cm2")
print(f"solved fraction of the limit: {i_c/i_lim:.4f}")
print(f"solved cobalt dissolution: {i_co/10:.3f} mA/cm2")
print(f"ratio to all-metal average: {i_co/i_c:.4f}")
print(f"ratio to copper average: {i_co/i_c_cu:.4f}")
print(f"net cobalt density: {net_co/10:.3f} mA/cm2")
print(f"net cobalt / all-metal cathodic: {net_co/i_c:.3f}")
print(f"fast k, copper share, solved: {share_num:.4f}")
print(f"fast k, copper share, formula: {share_formula:.4f}")
print(f"fast k, ratio to copper average: {6*J_fast/J_fast_cu:.3f}")
print(f"rough E0: Co {E0_co:.2f}, Cu2+ {E0_cu2:.2f}, Cu+ {E0_cu1:.2f} V")
print(f"exchange density, both metals: {i0/10:.1e} mA/cm2")
print(f"Tafel slope, both metals: {slope*1000:.0f} mV/decade")
print(f"ion diffusivity: {D_ion*1e4:.1e} cm2/s")
print(f"cobalt ions at surface: {c_co:.2f} mmol/L")
print(f"cobalt equilibrium potential: {E_co:.3f} V")
print(f"copper equilibrium, 1e-6 mol/L: {E_cu:.3f} V")
print(f"mixed potential: {E_mix:.3f} V")
print(f"hydrogen equilibrium at pH 7: {E_h:.3f} V")
print(f"copper dissolution, Tafel: {i_cu/10:.1e} mA/cm2")
print(f"copper loss, transport estimate: {cu_loss/10:.1e} mA/cm2")
print(f"liner 0.5 V nobler, mixed potential: {E_noble:.3f} V")
print(f"liner 0.5 V nobler, ratio: {i_co_noble/i_c:.2f}")
print(f"liner 0.5 V nobler, copper: {i_cu_noble/10:.3f} mA/cm2")
print(f"cobalt M = {M*1000:.2f} g/mol, density {rho/1000:.1f} g/cm3")
print(f"initial recession speed: {speed/nm:.2f} nm/s")
print(f"speed from atom count: {speed_atoms/nm:.2f} nm/s")
print(f"time to recede 2 nm at that speed: {depth/speed:.2f} s")
print(f"solution conductivity: {kappa*10:.1f} mS/cm")
print(f"largest ohmic difference: {ohmic*1e6:.2f} uV")
print(f"after 2 nm recess, ratio: {i_co_rec/i_c_rec:.2f}")
print(f"after 2 nm recess, cobalt: {i_co_rec/10:.3f} mA/cm2")
print(f"two active 1 nm barriers, ratio: {(w + 2*nm)/w_co:.2f}")
print(f"oxygen reduced on copper only, ratio: {w_cu/w_co:.2f}")
print(f"hydroxide diffusivity: {D_oh*1e4:.1e} cm2/s")
print(f"unbuffered surface pH: {pH_surface:.1f}")
print(f"unbuffered ion product: {ion_product:.1e} (mol/L)^3")
print(f"rough Co(OH)2 solubility product: {K_sp:.0e} (mol/L)^3")
print("all tests passed")
```

Printed output:

```
copper width 20 nm, total cobalt 4 nm
total metal 24 nm, pitch 48 nm
area-ratio formula: 6.000
diffusion layer: 50 um
oxygen: D = 2.0e-05 cm2/s, c = 0.25 mmol/L
temperature: 298.15 K
limit per projected area: 0.386 mA/cm2
limit per metal area: 0.772 mA/cm2
cobalt density at that limit: 4.63 mA/cm2
chosen rate constant k: 0.30 cm/s
lower edge of k window: 0.0080 cm/s
upper edge of k window: 8.33 cm/s
solved cathodic density, all metal: 0.7517 mA/cm2
same from series formula: 0.7518 mA/cm2
solved cathodic density, copper: 0.7513 mA/cm2
solved fraction of the limit: 0.9739
solved cobalt dissolution: 4.510 mA/cm2
ratio to all-metal average: 6.0000
ratio to copper average: 6.0038
net cobalt density: 3.756 mA/cm2
net cobalt / all-metal cathodic: 4.997
fast k, copper share, solved: 0.6603
fast k, copper share, formula: 0.6602
fast k, ratio to copper average: 7.573
rough E0: Co -0.28, Cu2+ 0.34, Cu+ 0.52 V
exchange density, both metals: 1.0e-03 mA/cm2
Tafel slope, both metals: 60 mV/decade
ion diffusivity: 7.0e-06 cm2/s
cobalt ions at surface: 1.43 mmol/L
cobalt equilibrium potential: -0.364 V
copper equilibrium, 1e-6 mol/L: 0.163 V
mixed potential: -0.145 V
hydrogen equilibrium at pH 7: -0.414 V
copper dissolution, Tafel: 7.5e-09 mA/cm2
copper loss, transport estimate: 3.9e-06 mA/cm2
liner 0.5 V nobler, mixed potential: 0.328 V
liner 0.5 V nobler, ratio: 2.15
liner 0.5 V nobler, copper: 0.579 mA/cm2
cobalt M = 58.93 g/mol, density 8.9 g/cm3
initial recession speed: 1.55 nm/s
speed from atom count: 1.56 nm/s
time to recede 2 nm at that speed: 1.29 s
solution conductivity: 1.0 mS/cm
largest ohmic difference: 1.08 uV
after 2 nm recess, ratio: 7.00
after 2 nm recess, cobalt: 4.528 mA/cm2
two active 1 nm barriers, ratio: 6.50
oxygen reduced on copper only, ratio: 5.00
hydroxide diffusivity: 5.3e-05 cm2/s
unbuffered surface pH: 10.6
unbuffered ion product: 2.0e-10 (mol/L)^3
rough Co(OH)2 solubility product: 1e-15 (mol/L)^3
all tests passed
```
